# Magnetoelectric Response of an Axion Insulator with Gapped Surfaces

## The problem

An insulator has a bulk that is symmetric under time reversal, and its axion angle is \(\theta=\pi\). Magnetic layers open a gap on every surface, and the Fermi level lies in all the gaps. Seen along the outward normal, the Hall response has the same sign on every surface, and no further quantum Hall layer is attached. The magnets are oriented so that, going outward through any surface, \(\theta\) falls from \(\pi\) to 0. A weak, static, uniform electric field \(E\) exists inside the body.

1. Find the orbital magnetization per electric field, \(M/E\), and the coupling \(\mu_0M/E\) in ps/m.
2. Find the surface currents that carry this magnetization, and state what \(\theta=\pi\) alone leaves open.
3. Derive the same surface response from a two-band model of the surface electrons.
4. A bar is 10 nm thick (along \(z\)), 200 nm wide (along \(x\)) and 1000 nm long (along \(y\)). The internal field is 0.001 MV/cm along \(x\). Find the magnetization and the total moment, and judge the effects left out.

The algebra uses atomic units, \(e=\hbar=m_e=4\pi\varepsilon_0=1\), so \(h=2\pi\). The electron has charge \(-e\). The axion angle is defined by the term it adds to the Lagrangian density,

\[
\mathcal L_\theta=\frac{\theta}{4\pi^2}\,\mathbf E\cdot\mathbf B .
\]

## Hints

**Hint 1.** Magnetization is the derivative of the Lagrangian density with respect to \(\mathbf B\) at fixed \(\mathbf E\).

**Hint 2.** Vary the action with respect to the vector potential and let \(\theta\) depend on position. Faraday's law removes two terms.

**Hint 3.** Time reversal changes the sign of \(\mathbf E\cdot\mathbf B\). Ask also what happens to \(\theta\) when an integer quantum Hall layer is glued to the surface.

**Hint 4.** For the top surface use \(H=v(k_xs_y-k_ys_x)+ms_z\), with Pauli matrices \(s_i\). The field moves each electron through momentum space and mixes a little of the empty band into the filled one. Projectors avoid writing out the eigenvectors.

**Hint 5.** In the bar, compare the potential drop with the surface gap before trusting an insulating state.

## Full solution

### 1. Magnetization and coupling

Differentiating the Lagrangian density gives

\[
\mathbf M=\frac{\partial\mathcal L_\theta}{\partial\mathbf B}=\frac{\theta}{4\pi^2}\mathbf E,
\qquad
\frac ME\bigg|_{\theta=\pi}=\frac1{4\pi}.
\]

Since \(h=2\pi\), the number \(1/(4\pi)\) is \(1/(2h)\). Conductance carries the factor \(e^2\), so in SI units

\[
\boxed{\frac ME=\frac{e^2}{2h}=1.937\times10^{-5}\ \mathrm S .}
\]

The unit is right: A/m divided by V/m is A/V.

For the coupling, \(\mu_0\varepsilon_0=1/c^2\) and \(4\pi\varepsilon_0=1\) give \(\mu_0=4\pi/c^2\) in atomic units. Hence \(\mu_0M/E=(4\pi/c^2)(1/4\pi)=1/c^2\). In SI units the fine-structure constant is \(\alpha=e^2/(2\varepsilon_0hc)\), so \(e^2/(2h)=\alpha\varepsilon_0c\) and

\[
\boxed{\mu_0\frac ME=\mu_0\varepsilon_0c\,\alpha=\frac{\alpha}{c}=24.34\ \mathrm{ps/m}.}
\]

No gap, velocity or lattice constant appears. The gap and the velocity do help to decide whether the conditions of the problem hold, as part 4 shows.

### 2. Surface currents, and what the angle leaves open

Let \(\theta\) depend on position but not on time. With \(\delta\mathbf E=-\partial_t\delta\mathbf A\) and \(\delta\mathbf B=\nabla\times\delta\mathbf A\),

\[
\delta\mathcal L_\theta=\frac{\theta}{4\pi^2}\left[-\mathbf B\cdot\partial_t\delta\mathbf A+\mathbf E\cdot(\nabla\times\delta\mathbf A)\right].
\]

Integrate by parts. The first term becomes \(\theta\,\partial_t\mathbf B\cdot\delta\mathbf A\), and the second becomes \(\nabla\times(\theta\mathbf E)\cdot\delta\mathbf A\). The current is the coefficient of \(\delta\mathbf A\):

\[
\mathbf j=\frac1{4\pi^2}\left[\theta\,\partial_t\mathbf B+\theta\,\nabla\times\mathbf E+\nabla\theta\times\mathbf E\right]
=\frac{1}{4\pi^2}\nabla\theta\times\mathbf E .
\]

The first two terms cancel by Faraday's law. A region of uniform \(\theta\) therefore carries no current from this term, and the response sits where \(\theta\) changes.

Take \(\mathbf E=E\hat x\). Going up through the top surface, \(\theta\) falls from \(\pi\) to 0. Integrating over the surface thickness gives the sheet current

\[
\mathbf K_{\rm top}=\frac{-\pi}{4\pi^2}\,\hat z\times\hat x\,E=-\frac{E}{4\pi}\hat y .
\]

At the bottom \(\theta\) rises by \(\pi\), so \(\mathbf K_{\rm bottom}=+(E/4\pi)\hat y\). Both agree with \(\mathbf K=\mathbf M\times\mathbf n\) for \(\mathbf M=(E/4\pi)\hat x\) and outward normal \(\mathbf n\). On the end faces, whose normals are \(\pm\hat y\), the current runs vertically and closes the loop.

Define \(\nu=\sigma_{yx}/(e^2/h)\) in fixed axes, where \(K_y=\sigma_{yx}E_x\). Because \(e^2/h=1/(2\pi)\), the top has \(\nu=-\tfrac12\) and the bottom \(\nu=+\tfrac12\). Seen along the two opposite outward normals, the signs are equal, as the problem requires.

Time reversal leaves \(\mathbf E\) unchanged and reverses \(\mathbf B\), so it maps \(\theta\) to \(-\theta\). Coating the body with a layer of integer Hall conductance \(ne^2/h\) changes the surface current as a change of \(2\pi n\) in \(\theta\) would, while the bulk stays the same. Bulk angles that differ by \(2\pi n\) are thus equivalent. A symmetric bulk needs \(\theta=-\theta+2\pi n\), so \(\theta\) is 0 or \(\pi\), up to multiples of \(2\pi\).

It follows that \(\theta=\pi\) alone fixes

\[
\frac ME=\left(n+\frac12\right)\frac{e^2}{h},
\]

and the surface preparation selects the integer \(n\). The problem states \(n=0\). Reversing all surface magnets gives \(n=-1\), that is, \(M/E=-e^2/(2h)\).

### 3. The half quantum from surface electrons

**Response formula.** The field drives each crystal momentum at the rate \(\dot k_x=-E\). Write an electron in a filled state as \(|n\rangle+\sum_mc_m|m\rangle\), apart from its phase factor. Projecting the Schrödinger equation on \(|m\rangle\), and dropping \(\dot c_m\) as higher order in a slow drive, gives

\[
i\langle m|\dot n\rangle+\epsilon_nc_m=\epsilon_mc_m
\quad\Rightarrow\quad
c_m=-i\,\dot k_x\frac{\langle m|\partial_xn\rangle}{\epsilon_n-\epsilon_m},
\]

where \(\partial_x\) means \(\partial/\partial k_x\). Differentiating \(H|n\rangle=\epsilon_n|n\rangle\) and projecting on \(|m\rangle\) gives \(\langle m|\partial_xn\rangle=\langle m|\partial_xH|n\rangle/(\epsilon_n-\epsilon_m)\). The velocity operator is \(\partial_yH\), and its mean changes by

\[
\delta\langle v_y\rangle=2\,\mathrm{Re}\sum_mc_m\langle n|\partial_yH|m\rangle
=2\dot k_x\sum_m\frac{\mathrm{Im}\left[\langle n|\partial_yH|m\rangle\langle m|\partial_xH|n\rangle\right]}{(\epsilon_n-\epsilon_m)^2},
\]

because \(\mathrm{Re}(-iz)=\mathrm{Im}\,z\). The electron charge \(-1\) and \(\dot k_x=-E\) give two minus signs, which cancel. Dividing the current by \(E\) and by \(e^2/h=1/(2\pi)\) leaves

\[
\nu=\frac1{2\pi}\int d^2k\sum_{n\,\text{filled}}\ \sum_{m\,\text{empty}}\frac{2\,\mathrm{Im}\left[\langle n|\partial_yH|m\rangle\langle m|\partial_xH|n\rangle\right]}{(\epsilon_n-\epsilon_m)^2}.
\]

**Two-band surface.** For \(H=v(k_xs_y-k_ys_x)+ms_z\), the square is \(H^2=\epsilon^2\) with \(\epsilon=\sqrt{m^2+v^2k^2}\), so the bands are \(\pm\epsilon\). The projectors on the filled and empty band are \(P=\tfrac12(1-H/\epsilon)\) and \(Q=\tfrac12(1+H/\epsilon)\). With \(A=\partial_yH=-vs_x\) and \(B=\partial_xH=vs_y\), the double sum needs

\[
\mathrm{tr}[PAQB]=\frac14\left\{\mathrm{tr}[AB]+\frac1\epsilon\mathrm{tr}\big(H[B,A]\big)-\frac1{\epsilon^2}\mathrm{tr}[HAHB]\right\}.
\]

The first trace vanishes, since \(s_xs_y=is_z\) is traceless. The last is real: its complex conjugate is \(\mathrm{tr}[BHAH]\), which is the same trace after a cyclic shift. In the middle term,

\[
[B,A]=-v^2[s_y,s_x]=2iv^2s_z,\qquad \mathrm{tr}\big(H[B,A]\big)=4iv^2m .
\]

Hence \(\mathrm{Im}\,\mathrm{tr}[PAQB]=v^2m/\epsilon\). Multiplying by 2 and dividing by the squared band separation \((2\epsilon)^2\) gives the integrand \(v^2m/(2\epsilon^3)\). With \(d^2k=2\pi k\,dk\) and \(\epsilon\,d\epsilon=v^2k\,dk\),

\[
\nu=\int_0^\infty k\,dk\,\frac{v^2m}{2\epsilon^3}
=\frac m2\int_{|m|}^{\infty}\frac{d\epsilon}{\epsilon^2}
=\frac12\,\mathrm{sgn}(m).
\]

On the bottom surface the velocity term has the opposite sign. Then \(A\) and \(B\) both change sign, their commutator does not, and \(\nu\) is again half the sign of that surface's mass. The magnetization of part 1 therefore needs \(m<0\) on top and \(m>0\) at the bottom, which means antiparallel magnets.

**A check with the bulk included.** The two-band model extends to infinite momentum, whereas real surface bands merge with the bulk. A lattice model settles whether the half quantum survives this. Its bulk Hamiltonian is

\[
H=\sum_i\sin k_i\,\tau_xs_i+\Big[m_0+\sum_i(1-\cos k_i)\Big]\tau_z ,
\]

with \(m_0=-1\) for the topological bulk and \(m_0=+1\) for a trivial one. It is cut into a slab, and a term \(\mp0.5\,s_z\) acts on the top and bottom layers. The response formula is then evaluated layer by layer on 30 by 30 momenta.

With 10 layers, the upper half gives \(\nu=-0.4999\). The moment per area follows from \(j_y=\partial_zM_x\), which integrates by parts to \(\int M_x\,dz=-\int z\,j_y\,dz\). Between 8 and 10 layers it grows by 0.5000 per layer in units of \((e^2/h)E\), so this growth is the bulk magnetization.

Three control cases with 8 layers behave as expected. Reversed magnets give \(+0.4995\) in the upper half, parallel magnets give a total of 1.0000, and the trivial bulk gives \(-0.0001\) in the upper half. The trivial slab has the same surface magnets as the topological one, so magnetized surfaces alone do not produce the half quantum.

### 4. The bar

The parameters are rough values for films of magnetically doped bismuth-antimony telluride: surface half-gap \(m=0.015\) eV, \(\hbar v=0.30\) eV nm, and a temperature of 2 K. The end faces are assumed to be gapped and to carry the return current. If only the top and bottom carry magnets, the side faces are gapped by the small thickness instead. A side state of energy \(\epsilon\) leaks onto the top and bottom surfaces, where their mass makes it decay. At zero momentum along \(y\), matching the waves at both edges gives \(\epsilon t/(\hbar v)=\arccos(\epsilon/|m|)\), so \(\epsilon=0.0135\) eV. If the electrons move as fast along \(z\) as in the plane, the full gap of the side faces is thus 0.027 eV. This is enough here, but it shrinks as the bar gets thicker, and \(\epsilon\) falls to 0.010 eV at 25 nm. The velocity in this formula is really the one along \(z\), which in these layered tellurides is much smaller than the in-plane one. At a quarter of the in-plane value, \(\epsilon=0.0077\) eV, less than the 0.010 eV by which the field shifts the levels at the sides. A real bar then needs magnets on the side faces too, or a weaker field.

**Is the bar insulating?** The field is \(10^{-4}\) V/nm, so the potential energy changes by \(10^{-4}\times200=0.020\) eV across the width. This is below the full surface gap of 0.030 eV. With the Fermi level at midgap in the centre, the band edges stay clear of it by 0.005 eV at the sides.

In a wider bar at the same field, electrons could tunnel between the surface bands. At energy zero and transverse momentum zero, the decay constant at position \(x\) is \(\kappa=\sqrt{m^2-(eEx)^2}/(\hbar v)\). The semiclassical probability is

\[
P\approx e^{-2\int\kappa\,dx}=\exp\left(-\frac{\pi m^2}{\hbar v\,eE}\right),
\]

since the integral of the square root is half the area of an ellipse with semi-axes \(m\) and \(m/(eE)\). Here the exponent is \(\pi(0.015)^2/(0.30\times10^{-4})=23.6\), and \(P\approx6\times10^{-11}\). The exponent falls to 1 at 0.024 MV/cm, but a static field in an isolated bar meets a much lower limit first: the potential drop must stay below the gap, which for this bar means below 0.0015 MV/cm. Beyond that limit even a small \(P\) matters. Pairs form at the rate \((eE/h)\,(1/2\pi)\sqrt{eE/(\hbar v)}\,P\approx4\times10^{15}\ \mathrm{m^{-2}s^{-1}}\), which in an isolated bar 400 nm wide screens the excess field in roughly a millisecond. As a current this is tiny, about \(10^{-10}\) A/m against a Hall current of 1.94 A/m.

**Magnetization and moment.** In SI units the field is \(10^5\) V/m, so

\[
M=1.937\times10^{-5}\times10^5=1.94\ \mathrm{A/m},\qquad \mu_0M=2.43\ \mu\mathrm T .
\]

The volume is \(2\times10^{-21}\ \mathrm{m^3}\), and the moment \(3.87\times10^{-21}\ \mathrm{A\,m^2}\) equals about 418 Bohr magnetons. This takes the magnetization as uniform right up to the faces. Surface states extend over about \(\hbar v/|m|=20\) nm, so the response is weaker near the sides, which lowers the moment by a few per cent. The finite depth of the surface currents and the non-uniform field discussed next lower it further.

**Shape.** The field in the formula is the internal one. Approximate the cross-section by an ellipse of width \(L\) and thickness \(t\). For uniform polarization, the surface charge produces at the centre the opposing field \(N\mathcal P/\varepsilon_0\), where \(\mathcal P\) is the polarization and

\[
N=\frac{Lt}{2\pi}J,\qquad J=\int_0^{2\pi}\frac{\cos^2a\,da}{L^2\cos^2a+t^2\sin^2a}.
\]

Let \(J'\) be the same integral with \(\sin^2a\) in the numerator. Then \(L^2J+t^2J'=2\pi\) and \(J+J'=2\pi/(Lt)\). Eliminating \(J'\) gives \(J=2\pi/[L(L+t)]\), so \(N=t/(L+t)=10/210=0.048\).

For relative permittivity \(\varepsilon_r\), \(\mathcal P=\varepsilon_0(\varepsilon_r-1)E\), and the required applied field is

\[
E_{\rm applied}=\left[1+N(\varepsilon_r-1)\right]E .
\]

With an assumed \(\varepsilon_r=50\) and vacuum around the bar, the factor is 3.3. In a rectangular section the internal field is not uniform and weakens towards the sides, so this factor is only a rough estimate. For \(\varepsilon_r=50\), dividing the magnetization by the applied field would thus give a coupling too small by a factor of roughly 3 to 4. This value of \(\varepsilon_r\) is low for a static in-plane field. The static permittivities reported for antimony and bismuth telluride in the plane of the layers are about 170 and 290, for which the same formula gives factors of 9 and 15. In the same approximation, the magnetic induction inside is reduced to \((1-N)\mu_0M\), about 2.3 \(\mu\)T.

**Other moments.** The surface currents come with a spin polarization. On top, the velocity operator is \(-vs_x\), so \(K_y=ev\langle s_x\rangle\), where \(\langle s_x\rangle\) is a density per area. If \(s\) is the true spin with \(g=2\), the spin moment is \(-\mu_B\langle s_x\rangle=-\mu_BK_y/(ev)=+\mu_BM/(ev)\), because \(K_y=-M\). At the bottom both the velocity operator and the current change sign, so the contribution is equal. Relative to the orbital moment per area \(Mt\), the sum is

\[
\frac{2\mu_B}{evt}=0.025 .
\]

The magnets themselves can also respond. Suppose each has a thickness of 2 nm and a magnetization of \(2\times10^4\) A/m, a rough value. If both tilt towards \(x\), the angle that matches the orbital moment is

\[
\frac{1.94\times10}{2\times(2\times10^4)\times2}=2.4\times10^{-4}\ \mathrm{rad},
\]

or 0.24 mrad. The electric field can itself cause such a tilt, because the spin polarization found above exerts a torque on the magnets. Its density is \(|\langle s_x\rangle|=M/(ev)=2.7\times10^{13}\ \mathrm{m^{-2}}\), and the exchange energy per spin is about \(|m|\). For an assumed anisotropy field of 1 T, balancing the torques gives a tilt of about 1.6 mrad, several times the matching angle. The total moment of such a film can therefore be dominated by the magnets, and a measurement must separate their part from the orbital one. Thickness offers one way: at fixed internal field and fixed surface preparation, the topological moment per area grows linearly with \(t\), with a slope close to \(M\) when the film is much wider than 20 nm, while the spin and tilt terms belong to the top and bottom surfaces and do not grow. The slope is the quantity to measure, because the finite depth of the surface currents adds a constant to the moment. This works only while the side faces stay gapped, which fails in thick films with magnets on top and bottom alone.

**The real case.** A half-gap of 0.015 eV is an idealized, uniform value. In real doped films, disorder varies both the gap and the local Fermi level, and insulating behaviour is sought at temperatures that can lie well below 2 K. This puts at risk the assumption that the Fermi level lies in the gap everywhere. Variation B shows that a shift of 0.020 eV would remove a quarter of the intrinsic response, before counting the screening and conduction by the added carriers. The antiparallel state also has to be prepared, for example with two magnetic layers that reverse at different fields.

## Two variations

### A. The two surfaces are coupled

*In a thin film, electrons tunnel between top and bottom with amplitude \(D\). How does the top response change?*

Let \(\tau_z=\pm1\) label top and bottom, and let \(h_{\mathbf k}\) be the two-band Hamiltonian of part 3. Antiparallel magnets give

\[
H=\tau_zh_{\mathbf k}+D\tau_x,\qquad H^2=m^2+v^2k^2+D^2\equiv\epsilon^2,
\]

because \(\tau_z\) and \(\tau_x\) anticommute. The current on top uses \(A=-v\,\tfrac12(1+\tau_z)s_x\), and the field couples through \(B=v\tau_zs_y\). Since \(\tau_z(1+\tau_z)=1+\tau_z\),

\[
[B,A]=2iv^2\,\tfrac12(1+\tau_z)s_z,\qquad \mathrm{tr}\big(H[B,A]\big)=4iv^2m .
\]

The trace \(\mathrm{tr}[AB]\) again vanishes, and \(\mathrm{tr}[HAHB]\) is again real. The integrand is still \(v^2m/(2\epsilon^3)\), but the smallest \(\epsilon\) is now \(\sqrt{m^2+D^2}\). Therefore

\[
\nu_{\rm top}=\frac12\,\frac{m}{\sqrt{m^2+D^2}} .
\]

Direct diagonalization and integration at \(D=0.7m\) agree with this within \(10^{-5}\). For \(D\ll|m|\) the relative loss is about \(D^2/(2m^2)\). An assumed \(D=0.001\) eV in the bar costs 0.22 per cent. For \(D\gg|m|\) the response disappears although the film remains gapped, so a gap by itself is not enough: it must come mainly from the magnets.

### B. The Fermi level leaves the gap, or the surface is warm

*What remains of the half quantum in each case, with the mass held fixed?*

Exchanging the roles of the two bands reverses the sign of the response. Each energy \(\epsilon\) therefore contributes in proportion to \(f(-\epsilon)-f(\epsilon)\), where \(f\) is the Fermi function:

\[
\nu=\frac m2\int_{|m|}^{\infty}\frac{f(-\epsilon)-f(\epsilon)}{\epsilon^2}\,d\epsilon .
\]

At zero temperature with Fermi level \(\mu>|m|\), both bands are filled for \(\epsilon<\mu\) and cancel. The integral starts at \(\mu\), so

\[
\nu=\frac{m}{2\mu}.
\]

For \(\mu=0.020\) eV the remaining fraction is \(0.015/0.020=0.75\). This is the intrinsic part; scattering adds further terms, and the surface now conducts.

At midgap and temperature \(T\), the difference of Fermi functions is \(\tanh(\epsilon/2k_BT)\), so

\[
\nu=\frac m2\int_{|m|}^{\infty}\frac{\tanh(\epsilon/2k_BT)}{\epsilon^2}\,d\epsilon .
\]

The relative loss is \(3\times10^{-5}\) at 20 K and negligible at 2 K. At the sides of the bar, where the Fermi level lies 0.010 eV from midgap, it rises to \(5\times10^{-3}\) at 20 K and stays negligible at 2 K. Heating also weakens the magnets and hence \(m\), which this estimate leaves out. For a uniform 0.015 eV half-gap, the position of the Fermi level matters far more than thermal excitation at these temperatures.

The numerical output below lists most of the values used here.

## Values computed for the example and the checks

```
M/E in atomic units, 1/(4 pi): 0.079577
M/E = e^2/(2h): 1.937023e-05 S
mu_0 M/E: 24.3413 ps/m
alpha/c from separate constants: 24.3413 ps/m
Dirac surface Hall response, m > 0: 0.500000 e^2/h
Dirac surface Hall response, m < 0: -0.500000 e^2/h
Lattice, upper half of 10 layers: -0.499874 e^2/h
Lattice, moment growth per layer: 0.499996 e^2/h
Lattice, upper half, magnets reversed: 0.499504 e^2/h
Lattice, total, magnets parallel: 0.999998 e^2/h
Lattice, upper half, trivial bulk: -0.000091 e^2/h
Smallest gap, 10-layer axion slab: 1.0427 hopping units
Bar thickness: 10 nm
Bar width along E: 200 nm
Bar length: 1000 nm
Surface half-gap m: 0.015 eV
hbar v: 0.30 eV nm
Temperature: 2 K
Internal electric field: 0.001 MV/cm
Magnetization: 1.9370 A/m
mu_0 M: 2.4341 microtesla
Shape factor N: 0.0476 (dimensionless)
B inside bar, (1-N) mu_0 M: 2.3182 microtesla
Total orbital moment: 417.7 Bohr magnetons
Potential energy drop across width: 0.0200 eV
Full surface gap 2m: 0.0300 eV
Fermi level shift by puddles, assumed: 0.020 eV
Remaining intrinsic Hall fraction: 0.7500
Hybridization D, assumed: 0.001 eV
Fraction lost to hybridization: 2.215e-03
Thermal fraction lost at 2 K: 3.57e-40
Thermal fraction lost at 20 K, same gap: 3.15e-05
Tunnelling exponent: 23.56 (dimensionless)
Tunnelling probability: 5.85e-11
Field where tunnelling exponent is 1: 0.0236 MV/cm
Frequency of full surface gap: 7.254 THz
Relative permittivity, assumed: 50
Required applied field / internal field: 3.333
Dirac velocity: 4.558e+05 m/s
Surface spin / orbital moment, g = 2: 0.0254
Magnet magnetization, assumed: 2.0e+04 A/m
Thickness of each magnetic layer: 2 nm
Canting that imitates the signal: 0.2421 mrad
```
